# Compact Dopant Profiles from a Finite Source with Concentration-Proportional Diffusivity

## Result

A dopant occupies the half-line $x\ge 0$ behind a surface that it cannot cross. Its diffusivity is proportional to its own concentration, $D=kC$ with constant $k>0$. A dose $Q$ per unit area is placed at the surface at $t=0$, and nothing is added later. The concentration is then

$$
C(x,t)=\begin{cases}C_s(t)\left[1-\dfrac{x^2}{x_f(t)^2}\right], & 0\le x<x_f(t),\\[2mm] 0,& x\ge x_f(t),\end{cases}
$$

$$
x_f=(9kQt)^{1/3},\qquad C_s=\frac{3Q}{2x_f}.
$$

The support is the finite interval $[0,x_f(t)]$, and its edge advances as $t^{1/3}$.

The sharp edge is a property of the law $D=kC$, which makes the diffusivity vanish with the concentration. For a dopant that moves as a neutral pair with a singly charged defect, this law is the limit of a doping level far above the intrinsic carrier density $n_i$, provided that the carriers still obey Boltzmann statistics. Intrinsic carriers keep $D$ finite at low concentration and turn the edge into a thin tail. The ideal problem comes first below, then the pair law and the size of its tail.

## 1. The simple case: a point source

The flux, positive towards larger $x$, is $J=-kC\,\partial C/\partial x$. Conservation, $\partial C/\partial t=-\partial J/\partial x$, gives

$$
\frac{\partial C}{\partial t}=k\frac{\partial}{\partial x}\left(C\frac{\partial C}{\partial x}\right),\qquad J(0,t)=0,\qquad \int_0^\infty C\,dx=Q. \tag{1}
$$

Problem (1) keeps its form if the dopant is counted in another unit: $C$ and $Q$ are multiplied by a factor and $k$ is divided by it. The amount of dopant can therefore be given a dimension of its own. Then $Q$ is amount/length$^2$ and $k$ is length$^5$/(amount$\cdot$time). The amount cancels only if $k$ and $Q$ enter with equal powers, and the time only if $k$ and $t$ do. The one length that can be formed is thus $(kQt)^{1/3}$, up to a numerical factor. This suggests a profile of fixed shape,

$$
C=t^{-\alpha}F(\xi),\qquad \xi=x\,t^{-\beta}.
$$

**The exponents.** With $dx=t^\beta d\xi$, the dose is $t^{\beta-\alpha}\int_0^\infty F\,d\xi$. It is constant if $\alpha=\beta$. For the differential equation, $\partial\xi/\partial t=-\beta\xi/t$ and $\partial\xi/\partial x=t^{-\beta}$, so

$$
\frac{\partial C}{\partial t}=-t^{-\alpha-1}(\alpha F+\beta\xi F'),\qquad
k\frac{\partial}{\partial x}\left(C\frac{\partial C}{\partial x}\right)=k\,t^{-2\alpha-2\beta}(FF')'.
$$

The powers of $t$ agree if $\alpha+1=2\alpha+2\beta$, that is, $\alpha+2\beta=1$. Hence $\alpha=\beta=1/3$.

**The first integral.** Now $\alpha F+\beta\xi F'=(F+\xi F')/3=(\xi F)'/3$, and the equation becomes

$$
-\tfrac13(\xi F)'=k(FF')'.
$$

Both sides are derivatives, so

$$
kFF'+\tfrac13\xi F=\text{constant}. \tag{2}
$$

At $\xi=0$ the first term vanishes because the surface flux is zero, and the second because $\xi=0$. The constant is therefore zero:

$$
F\left(kF'+\tfrac13\xi\right)=0. \tag{3}
$$

At each $\xi$ either $F=0$ or $F'=-\xi/(3k)$. Where $F$ is positive,

$$
F=\frac{a-\xi^2}{6k}, \tag{4}
$$

with $a$ a constant of integration.

**Joining the two branches.** Equation (3) alone does not say where to change from one branch to the other. The flux supplies the rule. Since $FF'=(F^2)'/2$, equation (2) with zero constant can be written $(F^2)'=-2\xi F/(3k)$. For bounded $F$ the right side is bounded, so $F^2$ has no jump, and neither has the non-negative function $F$. A positive stretch must therefore end where the parabola reaches zero. Nor can a positive stretch begin at some $\xi_1>0$: it would have to start from $F(\xi_1)=0$, but $F'<0$ there, and $F$ would become negative. There is thus one positive stretch. It begins at the surface and ends at $\xi_f=\sqrt a$.

Continuing the parabola past $\xi_f$ is not an option, because it would give a negative concentration and a negative diffusivity.

**The dose.** The remaining constant follows from

$$
Q=\int_0^{\xi_f}\frac{\xi_f^2-\xi^2}{6k}\,d\xi=\frac{1}{6k}\left(\xi_f^3-\frac{\xi_f^3}{3}\right)=\frac{\xi_f^3}{9k}.
$$

So $\xi_f^3=9kQ$, and $x_f=\xi_f t^{1/3}=(9kQt)^{1/3}$. The surface concentration is

$$
C_s=t^{-1/3}\frac{\xi_f^2}{6k}=\frac{x_f^2}{6kt}. \tag{5}
$$

Inserting $kt=x_f^3/(9Q)$ turns this into $C_s=3Q/(2x_f)$, which completes the result.

The argument selects one profile among bounded, non-negative similarity solutions. It does not prove uniqueness among all solutions of (1). For a source in the interior of a crystal that spreads to both sides with total dose $M$, symmetry makes the flux vanish at the source plane, and the formulas hold on each side with $Q=M/2$.

**Check: how the edge moves.** The mean transport velocity of the dopant is $J/C$. From the profile and (5),

$$
\frac{J}{C}=-k\frac{\partial C}{\partial x}=\frac{2kC_sx}{x_f^2}=\frac{x}{3t}. \tag{6}
$$

At $x=x_f$ this equals $dx_f/dt=x_f/(3t)$. The flux itself is zero at the edge, because $C$ is zero there, but flux divided by concentration tends to a finite velocity. The front moves because the material just behind it arrives at this velocity, and no dopant runs ahead of it.

## 2. The corner at the front

The slope of $C$ jumps from $-2C_s/x_f$ to zero at $x_f$, so the second derivative in (1) does not exist there. The equation needs a form that does not differentiate $C$.

Write the right side of (1) as $(k/2)\,\partial^2(C^2)/\partial x^2$ and multiply the equation by a smooth function $\varphi(x,t)$. Let $\varphi$ vanish at the initial and final times and far from the surface, and let $\partial\varphi/\partial x=0$ at $x=0$. One integration by parts in time and two in space give

$$
\iint\left[C\frac{\partial\varphi}{\partial t}+\frac k2C^2\frac{\partial^2\varphi}{\partial x^2}\right]dx\,dt=0. \tag{7}
$$

The surface terms vanish: one contains the surface flux and the other contains $\partial\varphi/\partial x$ at $x=0$. A solution of (7) for all such $\varphi$ is called a weak solution.

To test a profile with an edge at $s(t)$, undo the integrations by parts on $0<x<s$, where (1) holds in the ordinary sense. Let $C_-$ be the concentration just inside the edge. The terms left at the edge are

$$
\int\left[-\dot s\,C_-\varphi-kC_-\frac{\partial C}{\partial x}\varphi+\frac k2C_-^2\frac{\partial\varphi}{\partial x}\right]_{x=s}dt. \tag{8}
$$

For the true profile $s=x_f$ and $C_-=0$, so every term vanishes. The corner is allowed.

Now keep the same parabola but cut it off at $s=0.8\,x_f$. Then $\dot s=s/(3t)$, and (6) gives $-k\,\partial C/\partial x=s/(3t)$ at the cut. The first two terms of (8) cancel, so this false profile still keeps its own dose constant. The third term remains. Conservation of dopant alone does not exclude a step; the term in $C^2$ does.

With $k=Q=1$ and $\varphi=(t-1)^2(2-t)^2e^{-x^2}$ on $1<t<2$, quadrature of (7) gives $-4\times10^{-17}$ for the true profile, which is rounding error, and $-9.3\times10^{-5}$ for the cut one. The negative sign agrees with (8), since $\partial\varphi/\partial x<0$.

## 3. Generalization: a source of finite width

Equation (1) does not contain the time explicitly, so a solution stays a solution when its clock is shifted. If the dopant starts as a parabola of depth $b$ and dose $Q$, it is a point-source profile of age $t_0=b^3/(9kQ)$. Its later front is

$$
x_f^3=9kQ(t+t_0)=b^3+9kQt .
$$

For $b\to0$ the point source returns. For $9kQt\gg b^3$ the relative correction to the front depth is $b^3/(27kQt)$, from $(1+\epsilon)^{1/3}\simeq1+\epsilon/3$.

A uniform box of depth $a$ is not a member of this family, and it was followed numerically. In the table, the first column is the front depth of the point-source formula. The edge is the depth beyond which the concentration is below $10^{-3}$ of its maximum, and the deviation is the largest profile difference relative to the point-source $C_s$.

| $x_f/a$, formula | edge$/a$, computed | deviation |
|---:|---:|---:|
| 2 | 2.18 | 13% |
| 5 | 5.06 | 1.5% |
| 20 | 20.08 | 0.6% |

The box forgets its shape and approaches the parabola. The finite time steps and cells add an error of up to about 1% to the edge and about 0.5% of $C_s$ to the deviation. The departures in the last row are this numerical error, not a memory of the box, and so is about half of the excess of the edge in the middle row. Converged values are 2.16, 5.03 and 19.99 for the edge$/a$, and 13.6%, 1.1% and 0.02% for the deviation. The last edge lies below 20 because of the $10^{-3}$ threshold. At late times the cube of the converged end of the support exceeds $x_f^3$ by about $2.2\,a^3$, as for a parabola of initial depth $b\approx1.3\,a$.

## 4. Generalization: other powers, and the Gaussian limit

Let $D=kC^m$ with $m>0$; the dimension of $k$ now depends on $m$. The steps of Section 1 give $\alpha=\beta$ from the dose and $\alpha+1=(m+1)\alpha+2\beta$ from the equation, hence $\alpha=1/(m+2)$. The first integral is

$$
kF^mF'=-\alpha\xi F .
$$

Where $F>0$, division by $F$ gives $kF^{m-1}F'=(k/m)(F^m)'=-\alpha\xi$, and so

$$
F^m=F_0^m-\frac{\alpha m}{2k}\xi^2,\qquad
F=F_0\left[1-\frac{\alpha m\,\xi^2}{2kF_0^m}\right]^{1/m}. \tag{9}
$$

The front lies at $\xi_f^2=2kF_0^m/(\alpha m)$, which is finite for every $m>0$. For $m=1$, $\alpha=1/3$ and (9) is the parabola (4).

For $m\to0$ at fixed $F_0$, measured in a fixed unit of concentration, $F_0^m\to1$ and $\alpha\to1/2$. The front moves to infinity, and $(1-mz)^{1/m}\to e^{-z}$ gives

$$
F\to F_0\,e^{-\xi^2/(4k)},\qquad \xi^2=\frac{x^2}{t}.
$$

This is the Gaussian of ordinary diffusion. The edge is thus tied to a diffusivity that vanishes at zero concentration, and it is lost when the diffusivity becomes constant.

## 5. Where $D=kC$ comes from

Consider ionized acceptors $A^-$ that are immobile by themselves and move as neutral pairs with a positively charged defect $I^+$. Assume the following:

- The neutral defect $I^0$ has a uniform concentration.
- The reactions $I^0+h^+\rightleftharpoons I^+$ and $A^-+I^+\rightleftharpoons(AI)^0$ are in local equilibrium.
- Pairs and charged defects are rare, so that $C$ is practically the density of $A^-$ and the defects do not affect the charge balance.
- Carriers obey Boltzmann statistics, the crystal is locally neutral, and there is no clustering or solubility limit.

The first reaction makes $[I^+]$ proportional to the hole density $p$, and the second makes the pair density proportional to $Cp$. A neutral pair is not driven by the electric field, so its flux is purely diffusive:

$$
J=-D_i\frac{\partial}{\partial x}\left(\frac{Cp}{n_i}\right). \tag{10}
$$

The constants are collected in $D_i$. In intrinsic material $p=n_i$ and $J=-D_i\,\partial C/\partial x$, so $D_i$ is the intrinsic diffusivity.

Neutrality is $p-n=C$, and $np=n_i^2$. Together they give $p^2-Cp-n_i^2=0$, whose positive root is

$$
p=\frac{C+R}{2},\qquad R=\sqrt{C^2+4n_i^2}.
$$

Its derivative is $dp/dC=(1+C/R)/2=p/R$. The product rule in (10) gives

$$
D_{\rm eff}=\frac{D_i}{n_i}\left(p+C\frac{dp}{dC}\right)=D_i\frac{p}{n_i}\left(1+\frac CR\right). \tag{11}
$$

The factor $p/n_i$ is the Fermi-level effect: more holes mean more charged defects and more pairs. The bracket arises because the hole density has a gradient too. Formula (11) was tested against numerical roots of the neutrality condition.

**Low doping.** For $C\ll n_i$, $p\to n_i$ and $C/R\to0$, so $D_{\rm eff}\to D_i$.

**High doping.** Expanding the root for $C\gg n_i$ gives

$$
Cp=C^2+n_i^2-\frac{n_i^4}{C^2}+\dots,\qquad
D_{\rm eff}=\frac{2D_iC}{n_i}\left(1+\frac{n_i^4}{C^4}+\dots\right).
$$

This is $D=kC$ with $k=2D_i/n_i$. The constant $n_i^2$ in $Cp$ carries no flux, which is why the first correction is of fourth order. The ideal law is therefore accurate well inside the profile and fails near its edge.

## 6. The foot of the real front

Near the edge $C$ drops below $n_i$, and the diffusivity tends to $D_i$ instead of zero. If the foot is thin compared with $x_f$, it is carried along at nearly constant speed $v=dx_f/dt$. Set $C=c(z)$ with $z=x-vt$. Conservation becomes $-vc'=(D_{\rm eff}c')'$. Integrating once, with no dopant far ahead,

$$
D_{\rm eff}(c)\,c'=-vc. \tag{12}
$$

On the high side, $D_{\rm eff}=kc$ gives $c'=-v/k$. This is the edge slope of the parabola, by (6), so the foot joins the body correctly. On the low side, $D_{\rm eff}=D_i$ gives

$$
c\propto e^{-z/\ell},\qquad \ell=\frac{D_i}{v}=\frac{3D_it}{x_f}.
$$

Equation (5) with $k=2D_i/n_i$ reads $C_s=n_ix_f^2/(12D_it)$, so

$$
\frac{\ell}{x_f}=\frac{3D_it}{x_f^2}=\frac{n_i}{4C_s}. \tag{13}
$$

Within the assumptions of Section 5, the compact profile is good as long as $C_s\gg n_i$. Because $C_s$ falls as $t^{-1/3}$, this condition is eventually lost. The ideal $C_s$ reaches $n_i$ when $x_f=3Q/(2n_i)$, at the time

$$
t^*=\frac{x_f^3}{9kQ}=\frac{27Q^3}{8n_i^3}\cdot\frac{n_i}{18D_iQ}=\frac{3Q^2}{16D_in_i^2}.
$$

## 7. Numbers

Take round model parameters: $n_i=0.01\ \mathrm{nm^{-3}}$, $D_i=0.1\ \mathrm{nm^2/s}$, $Q=50\ \mathrm{nm^{-2}}$ and $t=7200$ s. Then $k=2(0.1)/0.01=20\ \mathrm{nm^5/s}$, and

$$
x_f=(9\cdot20\cdot50\cdot7200)^{1/3}\ \mathrm{nm}=402\ \mathrm{nm},
$$

$$
C_s=\frac{3\cdot50}{2\cdot401.7}\ \mathrm{nm^{-3}}=0.187\ \mathrm{nm^{-3}}=1.87\times10^{20}\ \mathrm{cm^{-3}}.
$$

The front moves at $401.7/(3\cdot7200)=0.0186$ nm/s. Doubling its depth to 803 nm takes eight times the total time.

Here $C_s/n_i=18.7$, and (13) predicts a tail length of $1/(4\cdot18.7)=1.3\%$ of $x_f$, or 5.4 nm. The full pair law (10) was solved numerically from the ideal profile at 72 s, when the front was at 87 nm. At 7200 s the two laws compare as follows, in $\mathrm{nm^{-3}}$:

| $x/x_f$ | ideal $C$ | pair-law $C$ |
|---:|---:|---:|
| 0.50 | 0.140 | 0.140 |
| 0.75 | 0.0817 | 0.0815 |
| 0.90 | 0.0355 | 0.0352 |
| 1.00 | 0 | 0.0034 |
| 1.05 | 0 | $9.4\times10^{-5}$ |
| 1.10 | 0 | $1.4\times10^{-6}$ |

The surface concentrations agree to the printed digits. The depth at which $C=n_i$ is 390.8 nm in the ideal profile and 391.4 nm in the full one. Beyond $x_f$ lies a fraction $4\times10^{-4}$ of the dose. The first-order time steps of the calculation widen the foot slightly, which makes the last three entries of the table too high, by about 2%, 11% and 24%. With converged time steps and cells they are $0.0033$, $8.4\times10^{-5}$ and $1.1\times10^{-6}$, and the depth at which $C=n_i$ is 391.3 nm. The compact profile thus describes nearly all of the dopant in the pair-law model, but it fails where the concentration drops below $n_i$.

Equation (12) also predicts the distance over which $C$ falls from $0.5\,n_i$ to $0.05\,n_i$:

$$
\frac1v\int_{0.05n_i}^{0.5n_i}\frac{D_{\rm eff}(C)}{C}\,dC=15.0\ \mathrm{nm}.
$$

The full solution gives 14.6 nm, which is 3% less. The time steps widen this distance too; the converged value is 14.4 nm, which is 4% less. Further out the tail is steeper still: between $1.05\,x_f$ and $1.10\,x_f$, a distance of 20 nm, the tabulated $C$ falls by a factor of 69. This gives a decay length of $20.1/\ln 69=4.7$ nm instead of 5.4 nm, and the converged value is 4.6 nm. A plausible reason is that the outer tail was formed earlier, when the front was faster and $D_i/v$ shorter; an estimate supports this. Write $C=e^{-S}$ in the tail and keep the leading terms, $\partial S/\partial t+D_i(\partial S/\partial x)^2=0$. The slope $v(\tau)/D_i$ set at the front at time $\tau$ is then carried forward at speed $2v(\tau)$. The tail at $1.075\,x_f$ left the front at about 5900 s, when $D_i/v$ was 4.7 nm.

**Limits of the example.** The time $t^*$ is $4.7\times10^7$ s, far beyond the 7200 s considered. At early times a different condition matters. Local neutrality requires the foot to be wider than the screening length, which for intrinsic carriers is $\sqrt{\varepsilon_r\varepsilon_0k_BT/(2e^2n_i)}$. For a model temperature of 1300 K and $\varepsilon_r=12$ it is 1.9 nm, about a third of $\ell$ at 7200 s. Since $\ell\propto t/x_f\propto t^{2/3}$, the tail length at 72 s was $5.4/100^{2/3}=0.25$ nm, well below the screening length. The early foot in the pair-law run is therefore not physically reliable, and the later one is subject to corrections that the model omits. Boltzmann statistics set a limit at the other end of the profile. They require $C$ to be well below the effective density of states of the valence band, $N_v=2(2\pi m^*k_BT/h^2)^{3/2}$. For $m^*$ equal to the free-electron mass and 1300 K this is $0.23\ \mathrm{nm^{-3}}$, close to the surface concentration found here, and at earlier times the surface concentration was higher still. The holes are then partly degenerate. The density of $I^+$ follows $e^{-E_F/k_BT}$, which grows faster than $p$, so $D$ rises faster than in proportion to $C$. With Fermi–Dirac statistics and this $N_v$, $D$ is about $1.5\,kC$ at the surface concentration of 7200 s and about $6\,kC$ at that of 72 s. The depth at which $C=n_i$ then moves from 391 nm to about 423 nm, and the surface concentration falls to about $0.166\ \mathrm{nm^{-3}}$. This shift is much larger than the intrinsic tail. The example therefore illustrates the model and is not a quantitative profile for a real crystal. The absence of clustering is likewise an assumption, not a result.

## Numbers as computed

```
weak integral, true profile (k=Q=1): -4.3e-17
weak integral, profile cut at 0.8 xf (k=Q=1): -9.302e-05
box source of width a: xf/a formula, edge/a computed, max dev/Cs
    2  2.180  0.1332
    5  5.060  0.0145
   20  20.080  0.0057
intrinsic carrier density ni = 0.01 nm^-3
intrinsic diffusivity Di = 0.1 nm^2/s
dose Q = 50.0 nm^-2
time t = 7200.0 s
k = 2 Di/ni = 20.0 nm^5/s
front depth xf = 401.66 nm = 0.4017 micrometre
surface concentration Cs = 0.1867 nm^-3 = 1.867e+20 cm^-3
ratio Cs/ni = 18.67
front speed = 0.01860 nm/s
front depth at 8 t = 803.32 nm
start time of full pair-law run = 72.0 s
front depth at start time = 86.53 nm
x/xf, ideal C (nm^-3), full pair-law C (nm^-3)
  0.25  0.17505  1.750e-01
  0.50  0.14004  1.400e-01
  0.75  0.08169  8.150e-02
  0.90  0.03548  3.521e-02
  1.00  0.00000  3.365e-03
  1.05  0.00000  9.382e-05
  1.10  0.00000  1.368e-06
full pair-law surface concentration = 0.1867 nm^-3
depth where C = ni, ideal = 390.76 nm
depth where C = ni, full pair law = 391.37 nm
dose fraction beyond xf, full pair law = 4.17e-04
tail length Di/speed = 5.378 nm
tail length / xf = 0.01339
foot width 0.5 ni to 0.05 ni, quasi-steady = 15.05 nm
foot width 0.5 ni to 0.05 ni, full run = 14.62 nm
time when ideal Cs = ni: 4.687e+07 s
model temperature = 1300.0 K, relative permittivity = 12.0
intrinsic screening length = 1.93 nm
```
